Tersoff three-body forces and the limit of vanishing coordination, part 2

The problem is the Tersoff three-body force as the last neighbour k of i besides j leaves through the cutoff S. Units: eV, Å; 1/2n means 1/(2n). Primes mean d/dr on f_C, f_R, f_A, d/dζ on b and d/d(cosθ) on g. Unit vectors û and v̂ point from i to j and k; cosθ = û·v̂.

Parts (a)–(c):

E = Σ_{i≠j} V_ij,  V_ij = ½ f_C(r_ij) [ f_R(r_ij) + b_ij f_A(r_ij) ]

E = Σ_{i<j} f_C(r_ij) [ f_R(r_ij) + ½(b_ij + b_ji) f_A(r_ij) ]

f_R(r) = A exp(−λ1 r),  f_A(r) = −B exp(−λ2 r)

b_ij = b(ζ_ij),  b(ζ) = [1 + (βζ)^n]^(−1/2n),  t = (βζ)^n

b′ = −½ β^n ζ^(n−1) (1 + t)^(−1−1/2n)

ζ_ij = Σ_{k≠i,j} f_C(r_ik) g(cosθ_ijk) w_ijk

w_ijk = exp[(λ3 Δ)^m],  Δ = r_ij − r_ik,  μ = m λ3^m Δ^(m−1)

g = 1 + c² s²/[d²(d² + s²)],  s = h − cosθ,  g′ = −2 c² s/(d² + s²)²

F_j(pair) = −½ [ f_C′ (f_R + b_ij f_A) + f_C (f_R′ + b_ij f_A′) ] û

F_l(three-body) = −P_ij ∇_l ζ_ij,  P_ij = ½ f_C(r_ij) f_A(r_ij) b′(ζ_ij)

For each term z of ζ_ij:

∇_j z = f_C w [ g′ (v̂ − cosθ û)/r_ij + g μ û ]

∇_k z = w [ f_C′ g v̂ + f_C g′ (û − cosθ v̂)/r_ik − f_C g μ v̂ ]

f_C is 1 up to R, 0 from S, and between, with x = S − r, D = S − R:

f_C = ½ − ½ cos(πx/D) = sin² y,  y = πx/2D

|f_C′| ≤ (π/D) √f_C

The guard of part (d):

if ζ_ij = 0: b_ij = 1, no three-body force

Its small-ζ bound is ∝ ζ^(n−½). Unguarded empty sums can give not-a-number; near S the cosine form can round f_C to 0.

Part (e), near S:

ζ ≈ a G x²,  a = (π/2D)²,  G = g w at r_ik = S

P0 = ½ f_C(r_ij) f_A(r_ij)

K = ½ f_C(r_ij) |f_A(r_ij)| (β a G)^n

F ≈ K x^(2n−1),  V″ ≈ (2n − 1) K x^(2n−2)

(g) Construct a regularisation in the energy that keeps b = 1 at ζ = 0, bound its error for 0 < n ≤ 1, and find the force and stiffness near S.

Solution. Choose ε > 0 and define

t_ε = β^n [ (ζ + ε)^n − ε^n ],  b_ε = (1 + t_ε)^(−1/2n).

At ζ = 0, t_ε = 0 and b_ε = 1, so dimers and chain-end terms are unchanged. Since dt_ε/dζ = n β^n (ζ + ε)^(n−1), the steps of part (b) give

b_ε′ = −½ β^n (ζ + ε)^(n−1) (1 + t_ε)^(−1−1/2n),  b_ε′(0) = −½ β^n ε^(n−1)

which is finite. All formulas of parts (a) and (c) hold with b and b′ replaced by b_ε and b_ε′, and the force is the exact gradient of the modified energy. For ζ ≪ ε the bracket in t_ε is a difference of nearly equal numbers and is evaluated as

t_ε = (βε)^n { exp[ n ln(1 + ζ/ε) ] − 1 }

with the library functions for ln(1 + u) and exp(u) − 1.

For the bound consider φ(ζ) = ζ^n + ε^n − (ζ + ε)^n, so that t − t_ε = β^n φ. First, φ(0) = 0 and dφ/dζ = n[ζ^(n−1) − (ζ + ε)^(n−1)] ≥ 0, because u^(n−1) does not increase with u when n ≤ 1; so φ ≥ 0. Second, (ζ + ε)^n ≥ ζ^n gives φ ≤ ε^n. Hence 0 ≤ t − t_ε ≤ (βε)^n. Both t and t_ε are non-negative, and for such arguments db/dt is negative with |db/dt| ≤ 1/2n. The mean value theorem then gives

0 ≤ b_ε − b ≤ (βε)^n/2n.

Each ordered bond is strengthened by at most ½ f_C |f_A| (βε)^n/2n. The natural small parameter is βε, not ε, because ζ enters only as βζ.

Near S put ζ = aG x² and 1 + t_ε ≈ 1. The outward force is F_ε = P0 b_ε′ dζ/dx, with dζ/dx = 2aG x:

F_ε ≈ |P0| × ½ β^n (aG x² + ε)^(n−1) × 2aG x.

Define x_ε by aG x_ε² = ε. Then (aG x² + ε)^(n−1) = (aG)^(n−1) (x² + x_ε²)^(n−1), and the constants collect into K:

F_ε ≈ K x (x² + x_ε²)^(n−1),  x_ε = √(ε/aG).

For x ≫ x_ε this returns K x^(2n−1). For x ≪ x_ε it is linear,

F_ε ≈ K_ε x,  K_ε = K x_ε^(2n−2) = ½ f_C |f_A| β^n ε^(n−1) aG.

Differentiating once more, the product rule gives (x² + x_ε²)^(n−1) + 2(n − 1) x² (x² + x_ε²)^(n−2), so

V_ε″ ≈ K (x² + x_ε²)^(n−2) [ x_ε² + (2n − 1) x² ]

which tends to K_ε at x = 0 and is bounded for every n. The force is now continuous for all n. For n < ½ it passes through a finite maximum where the bracket vanishes, at x ≈ x_ε/√(1 − 2n) within the approximation 1 + t_ε ≈ 1. This estimate is rough: for the geometry of part (j) with ε = 5 the exact maximum lies lower by roughly 4 percent for n = 0.4, 9 percent for n = 0.48 and 15 percent for n = 0.1. The stiffness from V_ij is bounded but still steps from K_ε to 0 at S, because f_C″ does and b_ε′(0) is not zero. A cutoff function with a continuous second derivative removes that step, and so does a regularisation with zero slope at ζ = 0, such as t = β^n [ (ζ² + ε²)^(n/2) − ε^n ]. The terms V_ik and V_ki carry f_C(r_ik) as a factor and have a step of their own; of these two changes, only the smoother cutoff removes it. The choice of ε is a trade: for n < 1 the bound on the energy error grows as ε^n and the peak stiffness falls as ε^(n−1).

The plain shift b(ζ + ε) is also the derivative-consistent modification of an energy and is equally legitimate. It places the error elsewhere: b becomes about 1 − (βε)^n/2n at ζ = 0, so the dimer is changed, while for a well coordinated bond, ζ ≫ ε, the change is about |b′| ε. To first order the plain shift changes t by ρ(βε)^n in magnitude and the subtracted form by (1 − ρ)(βε)^n, with ρ = n(ε/ζ)^(1−n). The plain shift is therefore the smaller change only when ρ < ½. At ζ/ε = 10⁵, for example, ρ is 0.03 for n = 0.73 but 0.88 for n = 0.99, and at n = 1 the subtracted form leaves b unchanged. The subtracted form suits a model whose pair limit must be kept; the plain shift suits one whose bulk fit must be kept, provided ρ is small.

(h) Show that replacing ζ by max(ζ, ε) in b′ only, with b left alone, gives a force that is not conservative, and find the work around a closed loop.

Solution. Let b′_c(ζ) equal b′(ζ) for ζ > ε and the constant b′(ε) for ζ ≤ ε. Move k outward from r_ik = R, where ζ = ζ_R > ε, to r_ik = S, where ζ = 0, with i and j fixed. The pair part of V_ij does not act on k, and P0 is constant, so the work done on k by the force is

W = −P0 ∫ b′ ∇_kζ · dr_k = −P0 ∫ b′ dζ,  ζ running from ζ_R to 0.

With the true b′ the integral is b(0) − b(ζ_R) = 1 − b(ζ_R), and W = P0[b(ζ_R) − 1] is the drop in energy, positive since both factors are negative. With b′_c the stretch from ζ_R to ε is the same. On the stretch from ε to 0 the true integral is 1 − b(ε), while the clamped one is b′(ε)(0 − ε) = −ε b′(ε). The defect is

δ = W_c − W = −P0 [ −ε b′(ε) − (1 − b(ε)) ]

δ(r_ij) = ½ f_C(r_ij) f_A(r_ij) [ ε b′(ε) + 1 − b(ε) ].

To first order in (βε)^n, ε b′(ε) ≈ −½ (βε)^n and 1 − b(ε) ≈ (βε)^n/2n, so

δ ≈ P0 (βε)^n (1 − n)/2n

which is negative for n < 1: the clamped force does too little work.

If k returns at the same r_ij the defect cancels, so a test that moves only k out and back does not reveal the fault. It shows when r_ij changes in between. Take four legs. Remove k at bond length r; the work is the energy drop plus δ(r). Stretch the bond to r′ with k at S; there ∇ζ = 0, the pair force uses the true b = 1, and the work is exact. Bring k back to R at bond length r′; the work is exact minus δ(r′). Restore the bond to r with k at R; there ζ > ε and the work is exact. The exact parts sum to zero around the loop, leaving

W_loop = δ(r) − δ(r′).

For n < 1 and small βε this is not zero when r and r′ differ, since δ is then nonzero and its factor f_C f_A changes with the bond length.

The cause is that the pair part of the force knows b while the three-body part knows a different function, the integral of b′_c, and the two cannot come from one energy. The same argument applies to a threshold guard that drops the three-body force whenever ζ < ζ0 with ζ0 > 0: setting b′_c = 0 on the last stretch gives δ = P0[1 − b(ζ0)], which to first order is 1/|1 − n| times the clamp defect in magnitude at equal threshold, and so the larger of the two for n < 2, and adds a jump in the force. The guard of part (d) is harmless because it acts only at ζ = 0.

(i) Compute all forces for an open triplet.

The parameters are chosen inputs, with λ3 taken nonzero so that every term acts: A = 1400 eV, B = 430 eV, λ1 = 3.49 Å⁻¹, λ2 = 2.21 Å⁻¹, λ3 = 0.5 Å⁻¹, m = 3, n = 0.73, β = 1.57×10⁻⁷, c = 38000, d = 4.35, h = −0.93, R = 1.8 Å, S = 2.1 Å. Atom i is at the origin, j lies on the x axis at r_ij = 1.42 Å, and k lies in the xy plane at r_ik = 1.90 Å and θ = 120°. Vectors are written (x, y).

Solution. Here û = (1, 0), v̂ = (−½, √3/2), cosθ = −½, and r_jk = 2.88520 Å, beyond S. So ζ_ji = ζ_ki = 0, b_ji = b_ki = 1 by the guard, and V_jk = V_kj = 0. Two triplets act: (i, j; k) and (i, k; j).

The cutoff values are f_C(1.42) = 1 with zero slope, and for r = 1.90 Å, x = 0.2 Å and y = π/3:

f_C = sin²(π/3) = 0.750000,  f_C′ = −(π/0.3)(√3/2)(½) = −4.534498 Å⁻¹.

The angular function has s = −0.93 + 0.5 = −0.43, d² = 18.9225 and d² + s² = 19.1074:

g = 1 + 38000² × 0.1849/(18.9225 × 19.1074) = 738455.9

g′ = 2 × 38000² × 0.43/19.1074² = 3401437.

The angular gradients are ∇_j cosθ = (v̂ + ½û)/1.42 = (0, √3/2)/1.42 and ∇_k cosθ = (û + ½v̂)/1.90 = (¾, √3/4)/1.90.

Triplet (i, j; k). Δ = 1.42 − 1.90 = −0.48 Å, so

w = exp[(−0.24)³] = 0.986271,  μ = 3 × 0.125 × 0.48² = 0.086400 Å⁻¹

ζ_ij = 0.75 × 738455.9 × 0.986271 = 546238,  βζ_ij = 0.085759

b_ij = [1 + 0.085759^0.73]^(−1/1.46) = 0.899912

b′ = −½ (0.085759^0.73/546238) × 0.899912/(1 + 0.085759^0.73) = −1.175482×10⁻⁷.

With f_R = 9.859422 eV and f_A = −18.645134 eV at 1.42 Å,

P_ij = ½ × (−18.645134) × (−1.175482×10⁻⁷) = 1.095851×10⁻⁶ eV.

The gradient on j has the μ term along x and the angular term along y:

x: 0.75 × 0.986271 × 738455.9 × 0.0864 = 47195 Å⁻¹

y: 0.75 × 0.986271 × 3401437 × (√3/2)/1.42 = 1.53448×10⁶ Å⁻¹.

The gradient on k is

∇_kζ = 0.986271 × { 738455.9 × (−4.534498 − 0.75 × 0.0864) v̂ + 0.75 × 3401437 × (¾, √3/4)/1.90 } = (2.66805×10⁶, −2.32756×10⁶) Å⁻¹.

Multiplying by −P_ij, and taking F_i as minus the sum,

F_j = (−0.0517187, −1.68157),  F_k = (−2.92379, 2.55065),  F_i = (2.97551, −0.86909) eV/Å.

The force on j is almost wholly transverse to its bond and points away from the side of k, opening the angle toward cosθ = h. Its small x component is the μ term and pulls j inward. The torque about i from j is 1.42 × (−1.68157) = −2.388 eV; from k, at 1.90 v̂, it is −0.95 × 2.55065 + 1.90 × (√3/2) × 2.92379 = +2.388 eV, and the two cancel as part (c) requires.

Triplet (i, k; j). Now k is the partner and j the third atom. Δ = +0.48 Å gives w = 1.013920 and the same μ, since μ depends on Δ². The third atom has f_C = 1 and f_C′ = 0:

ζ_ik = 738455.9 × 1.013920 = 748735,  βζ_ik = 0.117551,  b_ik = 0.877831,  b′ = −1.015544×10⁻⁷.

With f_R = 1.846381 eV and f_A = −6.454549 eV at 1.90 Å, and the cutoff value now in the prefactor,

P_ik = ½ × 0.75 × (−6.454549) × (−1.015544×10⁻⁷) = 2.458080×10⁻⁷ eV.

The gradient on the partner k is w[g′ ∇_k cosθ + gμ v̂] = (1.32902×10⁶, 842007) Å⁻¹. On the third atom j it is w[g′ ∇_j cosθ − gμ û], whose x component is −1.013920 × 738455.9 × 0.0864 = −64690.7 Å⁻¹ and whose y component is 1.013920 × 3401437 × (√3/2)/1.42 = 2.10333×10⁶ Å⁻¹. The forces are

F_j = (0.0159015, −0.517017),  F_k = (−0.326683, −0.206972),  F_i = (0.310782, 0.723989) eV/Å.

Pair parts. For the bond ij, f_C′ = 0 and the force on j along û is ½(λ1 f_R + λ2 b f_A):

from V_ij: ½(3.49 × 9.859422 − 2.21 × 0.899912 × 18.645134) = −1.33609 eV/Å

from V_ji: ½(3.49 × 9.859422 − 2.21 × 18.645134) = −3.39818 eV/Å.

For V_ji the roles are exchanged: j is the centre, its unit vector is −û, and the centre receives minus the partner's force, so the two signs cancel and the same expression holds with b_ji = 1. The two halves of one bond differ by a factor of about 2.5, although b differs by only a tenth, because each is a small difference of large terms. A code that doubled one half would be badly wrong. For the bond ik the force on k is

−½ [ −4.534498 (1.846381 − 6.454549 b) + 0.75 (−3.49 × 1.846381 + 2.21 × 6.454549 b) ] v̂

which is (5.46964, −9.4737) eV/Å for b_ik = 0.877831 and (6.69031, −11.588) eV/Å for b_ki = 1. These are large and attractive mainly because of the slope of f_C, which switches the bond off over 0.3 Å; for b_ik the f_C′ term supplies 17.32 of the 21.88 eV/Å in the bracket, and it is present also for b = 1, so it does not come from ζ.

Totals. For j,

x: −1.33609 − 3.39818 − 0.0517187 + 0.0159015 = −4.7701,  y: −1.68157 − 0.517017 = −2.1986.

For k,

x: 5.46964 + 6.69031 − 2.92379 − 0.326683 = 8.9095,  y: −9.4737 − 11.588 + 2.55065 − 0.206972 = −18.718.

To the printed digits F_j = (−4.77008, −2.19858), F_k = (8.90948, −18.718) and F_i = (−4.1394, 20.9166) eV/Å, which sum to zero. The energy in the form of part (a) is

E = [9.859422 − ½(0.899912 + 1) × 18.645134] + 0.75 [1.846381 − ½(0.877831 + 1) × 6.454549] = −11.01306 eV.

(j) Pull k out to S at fixed r_ij = 1.42 Å and θ = 120°, and evaluate parts (e), (g) and (h) for the term V_ij with ε = 5.

Solution. The constants are a = (π/0.6)² = 27.41557 Å⁻², and at r_ik = S, where Δ = −0.68 Å, G = 738455.9 × exp[(−0.34)³] = 709994.6. Then βaG = 3.05599 Å⁻² and P0 = −18.645134/2 = −9.32257 eV, so

K = 9.32257 × 3.05599^0.73 = 21.07155 eV/Å^1.46,  2n − 1 = 0.46.

The columns below give x in Å, the exact force, the law K x^0.46, and the regularised force, all forces in eV/Å.

10⁻²  2.5231  2.5334  2.5215

10⁻⁴  0.30458  0.30458  0.12549

10⁻⁶  0.036618  0.036618  0.0012679

At x = 10⁻² Å the law is high by 0.4 percent of the exact force. Keeping the next terms of part (e) multiplies the law by 1 − (1 + 1/2n) t + (n + ½) μ x − (n + 1) y²/3, from (1 + t)^(−1−1/2n), from w and from sin² y respectively; with t = 0.0027, μ = 0.1734 Å⁻¹ and y² = 0.0027 these are −0.0046, +0.0021 and −0.0016, together about −0.004; at the two smaller values of x in the table it agrees to all printed digits. The force does go to zero, but slowly: at 10⁻⁸ Å it is still 0.0044025 eV/Å. The force from V_ij falls from about 2.5 eV/Å to zero over the last hundredth of an ångström, and by the law half of that fall takes place in the last 0.0022 Å. A time step that carries k across this range does not resolve the fall, although the force is continuous.

The exact stiffness is 114.1, 1401.1 and 16844 eV/Å² at the three values of x. The law gives 0.46 × 21.07155 × (10⁻⁶)^(−0.54) = 16844 eV/Å² at the last of them, and grows without limit.

Changing n alone, the exponent measured between x = 10⁻⁷ and 10⁻⁸ Å is 0.4600 for n = 0.73, zero to four decimals for n = 0.5, and −0.2000 for n = 0.4. For n = 0.5, K = 9.32257 × √3.05599 = 16.29714 eV/Å and the force at 10⁻⁸ Å is 16.297 eV/Å, the height of the jump. For n = 0.4, K = 14.57459 eV/Å^0.8 and the force at 10⁻⁸ Å is 14.57459 × 10^1.6 = 580.2 eV/Å. Two neighbours leaving together, at distances x and 2x from S, give the exponent 0.4600 again for n = 0.73, in line with the bound ζ^(n−½) and ζ ∝ x².

For the regularisation βε = 7.8500×10⁻⁷ and

x_ε = √[5/(27.41557 × 709994.6)] = 5.0683×10⁻⁴ Å,  b_ε′(0) = −3.49345×10⁻⁶

K_ε = 9.32257 × 3.49345×10⁻⁶ × 2 × 27.41557 × 709994.6 = 1267.9 eV/Å².

At x = 10⁻⁶ Å the force is K_ε x = 0.0012679 eV/Å and the stiffness is 1267.9 eV/Å² in place of 16844. At x = 10⁻⁴ Å the crossover formula gives 1267.9 × 10⁻⁴ × [1 + (10⁻⁴/5.0683×10⁻⁴)²]^(−0.27) = 0.1255 eV/Å, matching the table, and the stiffness is 1229.5 eV/Å². At x = 10⁻² Å, far above x_ε, the force changes only from 2.5231 to 2.5215 eV/Å and the stiffness from 114.1 to 114.37 eV/Å². The value K_ε is bounded but still well above the stiffness of the bond ij itself, which for b = 1 at 1.42 Å is λ1² f_R + λ2² f_A = 120.1 − 91.1 = 29 eV/Å²; lowering it further costs accuracy, since it falls only as ε^(−0.27) while the bound on the energy error rises as ε^0.73.

The bound on the change of b is (βε)^n/2n = 2.3928×10⁻⁵. The largest change found over ζ from 10⁻⁶ to 10⁹ is 2.1537×10⁻⁵. For b_ij of part (i) it is 1.7873×10⁻⁵, which shifts V_ij by −9.32257 × 1.7873×10⁻⁵ = −1.67×10⁻⁴ eV; with V_ik the total shift is −2.0743×10⁻⁴ eV. The plain shift would change the same b_ij by about |b′| ε = 1.175×10⁻⁷ × 5 = 5.9×10⁻⁷.

For the work balance, V_ij drops by 1.124346 eV when k moves from R to S at r_ij = 1.42 Å, and by 1.124189 eV in the regularised model; at r_ij = 1.60 Å the drops are 0.758096 and 0.757991 eV. In each case the integrated force reproduces the drop of its own energy. With b′ clamped at ε = 5 the leading formula gives

δ(1.42) ≈ −9.32257 × 2.3928×10⁻⁵ × (1 − 0.73) = −6.023×10⁻⁵ eV

and both the full formula and the quadrature give −6.0231×10⁻⁵ eV. At 1.60 Å the defect is −4.0463×10⁻⁵ eV. The loop of part (h) yields

W_loop = −6.0231×10⁻⁵ + 4.0463×10⁻⁵ = −1.9768×10⁻⁵ eV.

The other terms of E add nothing to this, since ζ_ik stays far above ε and r_jk stays beyond S. Run in this direction the loop destroys energy, and in the opposite direction it creates the same amount. The defect per event is smaller than the energy shift of the proper regularisation, but the two are of different kinds: the shift defines a slightly different potential whose energy is conserved, whereas the defect has no potential and can add up over repeated events.

The numerical check below computes the energy from the defining expressions (cosine cutoff, original g, ordered pairs) in 60-digit arithmetic, differentiates it by central differences, and compares with the derived forces in double precision. It does so for the open triplet, a closed triangle and three random four-atom clusters, each with n = 0.73, with n = 0.73 and ε = 5, and with n = 0.4; the worst force error, relative to the largest force component of the configuration, is 2.6×10⁻¹⁵. It also tests b′, b_ε′ and g′ by symbolic differentiation, the rewritten g by symbolic simplification, the sine form of f_C and its inequality, the vanishing torque, the exponents, K, K_ε and the small-x stiffness law for n = 0.73 against finite differences of the energy, the two floating-point failures, the bound on b_ε − b, and the work integrals by quadrature against energy differences and against the formula for δ.

Calculated quantities

```
inputs: A=1400.0 eV B=430.0 eV l1=3.49 l2=2.21 l3=0.5 1/A m=3 n=0.73
inputs: beta=1.57e-07 c=38000.0 d=4.35 h=-0.93 R=1.8 A S=2.1 A eps=5.0
geometry: r_ij=1.42 A r_ik=1.90 A theta=120 deg r_jk=2.88520 A
f_C(r_ik)=0.750000  f_C'(r_ik)=-4.534498 1/A
g=738455.9  dg/dcos=3401437
[ij] f_R=9.859422 eV f_A=-18.645134 eV w=0.986271 mu=0.086400 1/A
[ij] zeta=546238.3 beta*zeta=0.085759 b=0.899912 (b_ji=1, zeta_ji=0)
[ij] b'=-1.175482e-07  P=1.095851e-06 eV
[ij] grad zeta on partner (47195, 1.53448e+06), on third (2.66805e+06, -2.32756e+06) 1/A
[ij] 3-body F_i=(2.97551, -0.86909) F_j=(-0.0517187, -1.68157) F_k=(-2.92379, 2.55065) eV/A
[ik] f_R=1.846381 eV f_A=-6.454549 eV w=1.013920 mu=0.086400 1/A
[ik] zeta=748735.2 beta*zeta=0.117551 b=0.877831 (b_ki=1, zeta_ki=0)
[ik] b'=-1.015544e-07  P=2.458080e-07 eV
[ik] grad zeta on partner (1.32902e+06, 842007), on third (-64690.7, 2.10333e+06) 1/A
[ik] 3-body F_i=(0.310782, 0.723989) F_j=(0.0159015, -0.517017) F_k=(-0.326683, -0.206972) eV/A
pair F_j from V_ij (-1.33609, 0), V_ji (-3.39818, 0) eV/A
pair F_k from V_ik (5.46964, -9.4737), V_ki (6.69031, -11.588) eV/A
total E=-11.013058 eV
total F_i=(-4.1394, 20.9166) F_j=(-4.77008, -2.19858) F_k=(8.90948, -18.718) eV/A
worst relative force error vs finite differences: 2.6e-15
a=27.41557 1/A^2 G=709994.6 beta*a*G=3.05599 1/A^2 f_C f_A/2=-9.32257 eV
n=0.73: exponent 0.4600 (2n-1=0.46) K=21.07155 eV/A^(2n) F(1e-8 A)=0.0044025 eV/A
n=0.5: exponent -0.0000 (2n-1=0.00) K=16.29714 eV/A^(2n) F(1e-8 A)=16.297 eV/A
n=0.4: exponent -0.2000 (2n-1=-0.20) K=14.57459 eV/A^(2n) F(1e-8 A)=580.22 eV/A
x_eps=5.0683e-04 A  K_eps=1267.9 eV/A^2
x=1e-2 A: F=2.5231 Kx^(2n-1)=2.5334 F_eps=2.5215 eV/A
x=1e-2 A: V''=114.1 V''_eps=114.37 eV/A^2
x=1e-4 A: F=0.30458 Kx^(2n-1)=0.30458 F_eps=0.12549 eV/A
x=1e-4 A: V''=1401.1 V''_eps=1229.5 eV/A^2
x=1e-6 A: F=0.036618 Kx^(2n-1)=0.036618 F_eps=0.0012679 eV/A
x=1e-6 A: V''=16844 V''_eps=1267.9 eV/A^2
two neighbours leaving together: exponent 0.4600
x=1e-10 A: naive f_C=0.0 f_C'=-5.483e-09 1/A product=-inf; empty sum=nan
x=1e-10 A: sine form F=0.0005293 eV/A, 60-digit F=0.0005293 eV/A
beta*eps=7.8500e-07 bound=2.3928e-05 max(b_eps-b)=2.1537e-05
b_eps'(0)=-3.49345e-06  example b_eps-b=1.7873e-05
example E_eps-E=-2.0743e-04 eV
r_ij=1.42 A: drop=1.124346 eV drop_eps=1.124189 eV clamp defect=-6.0231e-05 eV (formula -6.0231e-05)
r_ij=1.6 A: drop=0.758096 eV drop_eps=0.757991 eV clamp defect=-4.0463e-05 eV (formula -4.0463e-05)
closed-loop work with clamped b': -1.9768e-05 eV
```
